# Null-Collision Sampling of Free Flights for an Accelerating Electron, part 1

(Sections cited here and not found follow in the second part.)

## I. The free-flight law and the thinning theorem

### Definitions and conventions

An electron moves through a gas under a given force. Time $t$ is measured from its last real collision, so each flight starts at $t=0$. Between real collisions the position $\mathbf r(t)$ and velocity $\mathbf v(t)$ follow from the equation of motion and the state at $t=0$. They contain no further randomness.

The gas atoms are treated as fixed targets of number density $n$. If $\sigma_j$ is the cross section for a collision of kind $j$ (elastic, exciting, ionizing), the frequency of that kind along the path is

$$
\nu_j(t)=n\,\sigma_j\big(|\mathbf v(t)|\big)\,|\mathbf v(t)|,\qquad
\nu(t)=\sum_j\nu_j(t). \tag{1}
$$

The frequency depends on time because the speed does. The proofs below use nothing about $\nu_j(t)$ except that it is a known, nonnegative function of $t$, piecewise continuous and bounded on every finite interval. A density that varies in space, or a force that varies in time, is therefore included: the values met along the path are inserted in (1).

The meaning of a collision frequency is a statement about short intervals. Given that no real collision has occurred up to $t$, the probability of one of kind $j$ in the next interval $dt$ is $\nu_j(t)\,dt$. The probability of two or more collisions in that interval is of higher order in $dt$. Let $T$ be the time of the first real collision, $J$ its kind, and $S(t)=P(T>t)$ the survival probability. The accumulated hazard is

$$
H(t)=\int_0^t\nu(s)\,ds. \tag{2}
$$

It is dimensionless and does not decrease with time.

### Lemma 1 (the physical free-flight law)

*The survival probability and the joint density of time and kind are*

$$
S(t)=e^{-H(t)},\qquad f_j(t)=\nu_j(t)\,e^{-H(t)}. \tag{3}
$$

**Proof.** To survive until $t+dt$, the electron must survive until $t$ and then avoid a collision during $dt$. To first order,

$$
S(t+dt)=S(t)\,[1-\nu(t)\,dt].
$$

Subtracting $S(t)$, dividing by $dt$ and letting $dt\to0$ gives $S'(t)=-\nu(t)S(t)$. Since $H'(t)=\nu(t)$, the product rule gives

$$
\frac{d}{dt}\left[S\,e^{H}\right]=S'e^{H}+S\,\nu\,e^{H}
=-\nu S\,e^{H}+\nu S\,e^{H}=0 .
$$

The product $Se^{H}$ is thus constant on each interval where $\nu$ is continuous. Both factors are continuous where $\nu$ jumps, so the constant is the same on all intervals. At $t=0$ it equals $1$, because $S(0)=1$ and $H(0)=0$. Hence $S=e^{-H}$. A first collision of kind $j$ in $dt$ requires survival to $t$, with probability $S(t)$, followed by a collision of that kind, with probability $\nu_j(t)\,dt$. The product is $f_j(t)\,dt$. $\square$

Summing $f_j$ over the kinds and integrating over time gives the probability that the flight ends at all:

$$
\int_0^\infty\nu(t)e^{-H(t)}dt=\left[-e^{-H(t)}\right]_0^\infty
=1-e^{-H(\infty)} . \tag{4}
$$

If $H(\infty)$ is infinite, the flight ends with probability one. If it is finite, the electron escapes collision forever with probability $e^{-H(\infty)}$. As an example, a frequency $\nu_0e^{-t/\tau}$ gives $H(\infty)=\nu_0\tau$ and an escape probability $e^{-\nu_0\tau}$. This can represent an electron leaving a gas cloud.

The law can be sampled directly. If $R$ is uniform on $(0,1)$, the solution $T$ of $H(T)=-\ln R$ satisfies

$$
P(T>t)=P\big(-\ln R>H(t)\big)=P\big(R<e^{-H(t)}\big)=e^{-H(t)},
$$

at times where $H$ is increasing, and by continuity elsewhere. The price is an integral along the path and the solution of an equation for each flight. For constant $\nu$ both tasks disappear, since $T=-\ln R/\nu$. The null-collision method keeps this simple formula while allowing $\nu$ to vary.

### The algorithm

Choose a constant $\nu'>0$, the bounding frequency, such that

$$
\nu(t)\le\nu'\quad\text{at every time the flight can reach}. \tag{5}
$$

Starting with $t=0$, repeat the following operations.

1. Draw a uniform number $R$ on $(0,1)$ and advance the time by $\tau=-\ln R/\nu'$. Move the electron along its path to the new time, called a candidate time.
2. Evaluate all $\nu_j$ there. Divide the interval $[0,1]$ into segments of lengths $\nu_j/\nu'$ and one remaining segment of length $1-\nu/\nu'$.
3. Draw a second uniform number. If it falls in segment $j$, a real collision of kind $j$ occurs and the flight ends. If it falls in the remaining segment, the event is null: position and velocity are left as they are, and the flight continues.

All random numbers are independent. Condition (5) is what makes the length of the last segment nonnegative. The flight time is the sum of all the increments $\tau$ since the last real collision, including those that ended in null events.

### Lemma 2 (density of candidate times)

*The first $k+1$ candidate times $t_1<t_2<\dots<t_{k+1}$ have joint density*

$$
p(t_1,\dots,t_{k+1})=\nu'^{\,k+1}e^{-\nu't_{k+1}} . \tag{6}
$$

**Proof.** For one increment, $P(\tau>s)=P(R<e^{-\nu's})=e^{-\nu's}$. Minus the derivative with respect to $s$ is the density $\nu'e^{-\nu's}$. The increments are independent, so their densities multiply. With $t_0=0$,

$$
\prod_{i=1}^{k+1}\nu'e^{-\nu'(t_i-t_{i-1})}
=\nu'^{\,k+1}\exp\left[-\nu'\sum_{i=1}^{k+1}(t_i-t_{i-1})\right].
$$

In the sum every intermediate time appears once with each sign, leaving $t_{k+1}-t_0=t_{k+1}$. The change of variables from increments to times has a triangular matrix with ones on its diagonal, so its determinant is $1$ and no further factor arises. $\square$

The candidates form a Poisson process of constant rate $\nu'$. Their times are drawn without any reference to the electron's speed, which enters only through the decision to accept.

### Lemma 3 (ordered integrals)

*Let $g(t)\ge0$ be piecewise continuous and let $A(t)=\int_0^tg(s)\,ds$. Define $I_0(t)=1$ and, for $k\ge1$,*

$$
I_k(t)=\int_{0<t_1<\cdots<t_k<t} g(t_1)\cdots g(t_k)\,dt_1\cdots dt_k .
$$

*Then $I_k(t)=A(t)^k/k!$.*

**Proof.** The statement holds for $k=0$. Suppose it holds for $k-1$. Call the latest time $s=t_k$. The remaining $k-1$ times are ordered and lie below $s$, so their integral is $I_{k-1}(s)$. Therefore

$$
I_k(t)=\int_0^t g(s)\,\frac{A(s)^{k-1}}{(k-1)!}\,ds
=\int_0^{A(t)}\frac{a^{k-1}}{(k-1)!}\,da=\frac{A(t)^k}{k!},
$$

where the substitution is $a=A(s)$, with $da=g(s)\,ds$ and $A(0)=0$. $\square$

The factor $1/k!$ has a simple origin. Without the ordering the integral would be $A^k$, and each set of $k$ different times would have been counted in all its $k!$ orders.

### Theorem (null-collision thinning)

*Assume that the path between real collisions is deterministic, that null events leave the state unchanged, that the random numbers are independent, and that (5) holds. Then the first accepted time and its kind have the joint density*

$$
f_j(t)=\nu_j(t)\exp\left[-\int_0^t\nu(s)\,ds\right], \tag{7}
$$

*which is the physical law (3). It is the same for every $\nu'$ allowed by (5).*

**Proof.** Consider the event that $k$ null candidates occur at $t_1<\dots<t_k$ and that the next candidate, at $t$, is accepted as kind $j$. Its density is the density (6), with $t_{k+1}=t$, times the probabilities of the decisions:

$$
\nu'^{\,k+1}e^{-\nu't}
\left[\prod_{i=1}^k\left(1-\frac{\nu(t_i)}{\nu'}\right)\right]
\frac{\nu_j(t)}{\nu'} .
$$

Null events do not alter the path. Hence $\nu(t_i)$ is the value of one fixed function at $t_i$, whatever happened at the earlier candidates. One factor $\nu'$ cancels the denominator under $\nu_j$. The other $k$ factors enter the brackets and turn each into

$$
g(t_i)=\nu'-\nu(t_i)\ge0 .
$$

The density becomes $\nu_j(t)e^{-\nu't}\prod_i g(t_i)$. The null times may lie anywhere in order below $t$, so they are integrated over. Lemma 3 gives the density for acceptance at $t$ as kind $j$ after $k$ nulls:

$$
f_j^{(k)}(t)=\nu_j(t)\,e^{-\nu't}\,\frac{A(t)^k}{k!},\qquad
A(t)=\int_0^t[\nu'-\nu(s)]\,ds=\nu't-H(t). \tag{8}
$$

Different values of $k$ describe mutually exclusive histories, so their densities add. The sum is the exponential series, which converges for every finite $A$:

$$
f_j(t)=\nu_j(t)e^{-\nu't}\sum_{k=0}^{\infty}\frac{A(t)^k}{k!}
=\nu_j(t)e^{-\nu't+\nu't-H(t)}=\nu_j(t)e^{-H(t)} .
$$

The bounding frequency has cancelled. $\square$

Conditions (5) and the unchanged state enter at identifiable places. Without (5), the factor $1-\nu(t_i)/\nu'$ could be negative and would no longer be a probability. If a null event altered the velocity, $\nu(t_i)$ would depend on the previous candidate times and the integrand would not be a product of one function at different times. Lemma 3 would then not apply.

### A second proof, by the last null event

Let $Q(t)$ be the probability that the algorithm has accepted no candidate up to $t$. There are two ways for this to happen. Either no candidate has occurred, with probability $e^{-\nu't}$, or there was a last null candidate at some time $s<t$.

In the second case, no acceptance has occurred before $s$, with probability $Q(s)$. A candidate then occurs in $ds$, with probability $\nu'ds$, independently of the past, and is rejected with probability $1-\nu(s)/\nu'$. No candidate follows before $t$, with probability $e^{-\nu'(t-s)}$. Adding both cases gives

$$
Q(t)=e^{-\nu't}+\int_0^t[\nu'-\nu(s)]\,Q(s)\,e^{-\nu'(t-s)}\,ds . \tag{9}
$$

Multiply by $e^{\nu't}$ and define $W(t)=e^{\nu't}Q(t)$. Since $e^{\nu't}e^{-\nu'(t-s)}=e^{\nu's}$,

$$
W(t)=1+\int_0^t[\nu'-\nu(s)]\,W(s)\,ds .
$$

Differentiation gives $W'=(\nu'-\nu)W$, with $W(0)=1$, so $W=e^{A(t)}$. Hence $Q=e^{-\nu't+A}=e^{-H}$, in agreement with the theorem.

### Remarks on meaning and limits

**A fictitious process fills the gap.** The difference $\nu'-\nu(t)$ is the frequency of an invented collision with no effect. It is small when the electron collides often and large when it collides rarely, so that the total is constant. The constant total is easy to sample, and the invented part is removed afterwards.

**Constant frequency.** If $\nu(t)=\nu'$ throughout, then $A=0$ and (8) leaves only $k=0$: every candidate is real. If $\nu$ is a smaller constant, a fraction $\nu/\nu'$ of candidates is accepted and the flight law is $\nu e^{-\nu t}$.

**Very large bound.** As $\nu'$ grows, candidates become dense, with mean spacing $1/\nu'$, and each is accepted with the small probability $\nu/\nu'$. This is the short-interval description used in Lemma 1, with $dt$ replaced by $1/\nu'$. The theorem says that the spacing need not be small for the result to hold.

**Interrupting a flight.** Suppose that a simulation stops at time $t_s$ during a flight, for instance to update the field. The physical law for the remainder is

$$
\frac{S(t)}{S(t_s)}=\exp\left[-\int_{t_s}^t\nu(s)\,ds\right],
$$

which is the free-flight law for a new flight begun at $t_s$. The unused part of the current waiting time may therefore be discarded and a new one drawn, even with a different $\nu'$, provided that (5) holds on the new section. The decision to stop must not depend on when the pending candidate would occur.

## II. Cost, failure and a worked example

### Symbols and results carried over

A flight starts at $t=0$ and follows a deterministic path. Its total collision frequency is $\nu(t)=\sum_j\nu_j(t)$, its accumulated hazard is $H(t)=\int_0^t\nu\,ds$, and its survival probability is $S=e^{-H}$. Candidates come at constant rate $\nu'\ge\nu(t)$ and are accepted as kind $j$ with probability $\nu_j/\nu'$. The accepted time $T$ and kind have density $\nu_je^{-H}$. With $A(t)=\nu't-H(t)$, the density for acceptance at $t$, of any kind, after $k$ null events is $\nu e^{-\nu't}A^k/k!$.

### Proposition 1 (number of candidates)

*Let $H(\infty)=\infty$ and let the mean flight time $\langle T\rangle$ be finite. Given $T=t$, the number $K$ of null events is Poisson distributed with mean $A(t)$. The mean number of candidates per real collision is*

$$
\langle K+1\rangle=\nu'\langle T\rangle . \tag{10}
$$

**Proof.** Divide the density for acceptance at $t$ after $k$ nulls by the total density at $t$:

$$
P(K=k\mid T=t)=\frac{\nu e^{-\nu't}A^k/k!}{\nu e^{-H}}
=e^{-(\nu't-H)}\frac{A^k}{k!}=e^{-A}\frac{A^k}{k!}.
$$

This is a Poisson law of mean $A(t)$. Averaging its mean over the flight times gives

$$
\langle K\rangle=\int_0^\infty(\nu't-H)\,\nu e^{-H}dt
=\nu'\langle T\rangle-\int_0^\infty He^{-H}dH .
$$

The last step used $dH=\nu\,dt$. Integration by parts gives $\int_0^\infty He^{-H}dH=[-He^{-H}]_0^\infty+\int_0^\infty e^{-H}dH=0+1$. Thus $\langle K\rangle=\nu'\langle T\rangle-1$, and the accepted candidate supplies the missing one. $\square$

The mean time itself follows from the survival probability. Since $T$ is the length of the time interval during which the flight still lasts, averaging gives

$$
\langle T\rangle=\int_0^\infty S(t)\,dt . \tag{11}
$$

For a given physical path, $\langle T\rangle$ is fixed and the number of candidates is proportional to $\nu'$. The smallest admissible bound therefore needs the fewest candidates. A larger one costs work but leaves the flight law unchanged.

### Proposition 2 (a bound that is too low)

*If $\nu$ exceeds $\nu'$ on part of the path and every candidate there is accepted, the simulated survival probability is*

$$
S_{\rm low}(t)=\exp\left[-\int_0^t\min\big(\nu(s),\nu'\big)\,ds\right]. \tag{12}
$$

This part has proved that the null-collision method reproduces the physical free-flight law for every allowed bounding frequency, and has found the mean number of candidates per real collision. What remains is the proof of Proposition 2, stated just above, followed by a closed form for a uniform field and a worked example with numerical tests.
